# The Berry-Connection Term in Wannier-Interpolated Velocities

**Q.** I have Wannier functions for a metal and their Hamiltonian $H(\mathbf R)$. I Fourier-sum it to any $\mathbf k$, differentiate, and call the result the velocity matrix. The bands are right, so why should the velocities be wrong?

**A.** Eigenvalues do not determine the matrix elements of another operator. Let us start from the operator itself. I use atomic units, $\hbar=m=e=1$, in the algebra. The velocity is the Heisenberg rate of change of position,
$$\mathbf v=i[H,\mathbf r].$$
Let $|\mathbf Rn\rangle$ be $J$ orthonormal, exponentially localized Wannier functions per cell, with $w_n(\mathbf r-\mathbf R)=\langle\mathbf r|\mathbf Rn\rangle$. The Bloch sums $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf Rn\rangle$ have periodic parts
$$u_n(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R),$$
orthonormal over one cell. They are smooth in $\mathbf k$ but in general not energy eigenstates.

With $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ and $\nabla=\nabla_{\mathbf k}$, differentiating both exponentials gives
$$\nabla H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-i\mathbf rH+iH\mathbf r)e^{i\mathbf k\cdot\mathbf r}=e^{-i\mathbf k\cdot\mathbf r}\,i[H,\mathbf r]\,e^{i\mathbf k\cdot\mathbf r}.$$
The velocity matrix is therefore
$$\mathbf v_{nm}=\langle u_n|\nabla H_{\mathbf k}|u_m\rangle .$$

**Q.** That is a derivative of the Hamiltonian. You have just confirmed my procedure.

**A.** It is the derivative of the operator, sandwiched between fixed states. You differentiate the matrix
$$H_{nm}(\mathbf k)=\langle u_n|H_{\mathbf k}|u_m\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|H|\mathbf Rm\rangle,$$
whose basis states also depend on $\mathbf k$. The product rule gives three terms:
$$\nabla H_{nm}=\langle\nabla u_n|H_{\mathbf k}|u_m\rangle+\mathbf v_{nm}+\langle u_n|H_{\mathbf k}|\nabla u_m\rangle .$$
The outer two must be subtracted to recover $\mathbf v$.

**Q.** Those terms contain derivatives of wavefunctions. After interpolation I have no wavefunctions left.

**A.** The derivatives can be expressed by position elements between Wannier functions. Define the Berry connection of this basis,
$$\mathbf A_{nm}=i\langle u_n|\nabla u_m\rangle .$$
From the explicit sum for $u_m$,
$$\nabla u_m=\sum_{\mathbf R}[-i(\mathbf r-\mathbf R)]e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_m(\mathbf r-\mathbf R).$$
The factor $i$ in the definition cancels the $-i$. The bra contributes a sum over $\mathbf R'$ with phase $e^{i\mathbf k\cdot(\mathbf r-\mathbf R')}$, so the combined phase is $e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}$. Shift the integration variable by $\mathbf R'$ and set $\mathbf T=\mathbf R-\mathbf R'$. The sum over $\mathbf R'$ extends the cell integral to all space:
$$\mathbf A_{nm}=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\langle\mathbf 0n|(\mathbf r-\mathbf T)|\mathbf Tm\rangle=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\langle\mathbf 0n|\mathbf r|\mathbf Tm\rangle .$$
The subtracted part is $\mathbf T\,\delta_{nm}\delta_{\mathbf T\mathbf 0}=0$ by orthonormality. The extra input is thus a second table, $\langle\mathbf 0n|\mathbf r|\mathbf Rm\rangle$, interpolated in the same way as $H$.

**Q.** Then finish the subtraction, and watch the signs.

**A.** Insert $1=P+Q$ at the given $\mathbf k$, where $P=\sum_l|u_l\rangle\langle u_l|$ projects on the Wannier space. In the last term the $P$ part is
$$\sum_lH_{nl}\langle u_l|\nabla u_m\rangle=-i(H\mathbf A)_{nm},$$
because $\langle u_l|\nabla u_m\rangle=-i\mathbf A_{lm}$. For the first term, differentiating $\langle u_n|u_l\rangle=\delta_{nl}$ gives $\langle\nabla u_n|u_l\rangle=-\langle u_n|\nabla u_l\rangle=i\mathbf A_{nl}$, so its $P$ part is $+i(\mathbf AH)_{nm}$. Collect the $Q$ parts in
$$\mathbf F_{nm}=\langle u_n|H_{\mathbf k}Q|\nabla u_m\rangle,\qquad (\mathbf F^\dagger)_{nm}=\langle\nabla u_n|QH_{\mathbf k}|u_m\rangle,$$
where $\dagger$ acts on the band indices of each Cartesian component. Then
$$\nabla H=\mathbf v+i\mathbf AH-iH\mathbf A+\mathbf F+\mathbf F^\dagger,$$
$$\mathbf v=\nabla H+i[H,\mathbf A]-(\mathbf F+\mathbf F^\dagger).$$
If $H_{\mathbf k}$ maps the Wannier space into itself, then $QH_{\mathbf k}P=0$ and $PH_{\mathbf k}Q=0$. Both remainders vanish, leaving
$$\boxed{\mathbf v=\nabla H+i[H,\mathbf A]}$$
The commutator is what the bare derivative lacks.

**Q.** My band velocities agree with finite differences of the energies. How can a term be missing?

**A.** Let $U$ diagonalize $H(\mathbf k)$, with eigenvalues $\varepsilon_n$. Then $U^\dagger HU$ is diagonal, and
$$(U^\dagger\mathbf vU)_{nm}=(U^\dagger\nabla H\,U)_{nm}+i(\varepsilon_n-\varepsilon_m)(U^\dagger\mathbf AU)_{nm}.$$
For $n=m$ the second term is zero, so a test on band velocities cannot detect its absence. It is also zero inside a degenerate group. There the bare block is already the velocity block, and diagonalizing its component along a chosen direction gives the slopes in that direction. Between different energies the term generally survives.

**Q.** What does the bare interband element represent, if it is not the velocity?

**A.** It measures how the expansion coefficients of the eigenstates change with $\mathbf k$, but not how the basis functions change. Away from degeneracy, differentiate $HU=U\varepsilon$ and multiply by $U^\dagger$ from the left:
$$U^\dagger\nabla H\,U+\varepsilon U^\dagger\nabla U=U^\dagger\nabla U\,\varepsilon+\nabla\varepsilon .$$
For $n\ne m$ this says
$$(U^\dagger\nabla H\,U)_{nm}=(\varepsilon_m-\varepsilon_n)(U^\dagger\nabla U)_{nm}=i(\varepsilon_n-\varepsilon_m)(iU^\dagger\nabla U)_{nm}.$$
The eigenstates $|\phi_m\rangle=\sum_l|u_l\rangle U_{lm}$ have the connection
$$\mathbf A^H_{nm}=i\langle\phi_n|\nabla\phi_m\rangle=(U^\dagger\mathbf AU+iU^\dagger\nabla U)_{nm},$$
so the sum of the two pieces is
$$\langle\phi_n|\nabla H_{\mathbf k}|\phi_m\rangle=i(\varepsilon_n-\varepsilon_m)\mathbf A^H_{nm}\qquad(n\neq m).$$

The atomic limit makes the omission plain. Pull the atoms apart until all intersite elements vanish. Then $H(\mathbf k)$ is constant and its derivative is zero, but an atom still has dipole transitions. Their velocity element $i(\varepsilon_n-\varepsilon_m)\langle n|\mathbf r|m\rangle$ comes entirely from the commutator. In the opposite simple case, $J=1$, the commutator is zero and the derivative suffices.

**Q.** I could put the orbital positions into the phases, $e^{i\mathbf k\cdot(\mathbf R+\mathbf s_m-\mathbf s_n)}$. Doesn't that include the position operator?

**A.** It includes its diagonal part, if $\mathbf s_n$ are the Wannier centres. Take one Cartesian direction. Let $S=\mathrm{diag}(s_n)$ and $D=e^{ikS}$, so that $\tilde H=D^\dagger HD$. Since $\partial D=iSD$ and $\partial D^\dagger=-iSD^\dagger$, and $S$ commutes with $D$,
$$\partial\tilde H=D^\dagger(\partial H+i[H,S])D .$$
The new basis functions are $\tilde u_m=u_me^{iks_m}$, and their connection is
$$\tilde A=D^\dagger AD+iD^\dagger\partial D=D^\dagger AD-S .$$
Hence $i[\tilde H,\tilde A]=D^\dagger(i[H,A]-i[H,S])D$. The two $S$ terms cancel in the total, which only undergoes the change of basis $D$. The bare part alone acquires $i[H,S]$, so its interband elements depend on a labelling choice. Centre phases remove the diagonal elements $\langle\mathbf 0n|\mathbf r|\mathbf 0n\rangle$ from $\tilde A$ and leave the dipoles between different orbitals and the intersite elements.

**Q.** Show me a case where this is large, with a reference that never saw a Wannier function.

**A.** Take a one-dimensional model metal with period $a=4$ Å, $G=2\pi/a$, one electron per cell including spin, and
$$V(x)=-5\cos Gx+5\cos 2Gx+1\sin 2Gx\quad\text{(eV)}.$$
These are round model parameters. The two lowest bands, at $-1.19$ to $-0.28$ eV and $3.37$ to $6.59$ eV, are separated from the third by a direct gap of at least 5.81 eV. Each cell holds one broad well between high barriers near $x=\pm a/2$, with a lower hump near $x=0$ that divides its floor into two minima. I describe the two bands by an s-like and a p-like Wannier function, both centred near the hump. They are obtained by projecting a Gaussian of width $a/6$ at $x=0$, and its p-type partner, on the two bands and orthonormalizing symmetrically. Every "bare" number below refers to this choice; the totals do not depend on it. Their centres, $-0.004$ and $0.106$ Å, nearly coincide, while the on-site dipole $\langle 0s|x|0p\rangle$ is 0.812 Å. The reference is a plane-wave diagonalization at points off the Wannier mesh.

At $k=0.2\,G$ the energies are $-0.943$ and $5.278$ eV. The bare derivative gives diagonal velocities $\hbar v_{11}=1.509$ and $\hbar v_{22}=-6.160$ eV Å, equal to the plane-wave values to the digits shown. For the interband element I choose the free relative phase of the two eigenstates so that the total is real and positive:
$$\hbar v_{12}=\underbrace{(-1.562+0.405i)}_{\text{bare}}+\underbrace{(4.973-0.405i)}_{\text{Berry}}=3.410\ \text{eV Å}.$$
The parts and the total are rounded separately. The total is $5.18\times10^5$ m/s, and the plane-wave modulus is also 3.410 eV Å. The bare part has the opposite real sign, and its squared modulus is
$$\frac{1.562^2+0.405^2}{3.410^2}\approx0.224$$
of the correct one.

The dipole relation gives a separate check. The interband connection, found from overlaps of plane-wave eigenstates at neighbouring $k$, has modulus 0.5482 Å. Multiplied by the energy difference, $5.278+0.943=6.221$ eV, it again gives 3.410 eV Å.

**Q.** And centre phases?

**A.** They change the bare modulus from 1.614 to 1.607 eV Å. The added term $i[H,S]$ has the interband element $i(\varepsilon_1-\varepsilon_2)(U^\dagger SU)_{12}$, proportional to the distance between the two centres, here only 0.110 Å. Its modulus is 0.12 eV Å at this $k$, far below the Berry part, and it lies nearly at right angles to the bare element in the complex plane, so the modulus hardly moves. Assigning the same p function to the neighbouring cell, a pure relabelling, changes the bare modulus to 4.691 eV Å. The total retains its modulus in all three conventions.

The size of the bare error also depends on which Wannier functions span the bands. In one dimension, the maximally localized functions diagonalize the position operator projected on the band space. For these two bands they sit near the two minima, at $-0.762$ and $0.865$ Å, and with centre phases their $\tilde A$ vanishes, so the bare derivative becomes exact. This escape is special to one dimension: in three, the projected $x$, $y$ and $z$ generally do not commute and cannot all be diagonalized together. The s and p functions used here keep a dipole between orbitals, as atomic s and p functions on one site generally do.

**Q.** Velocity elements are intermediate quantities. What happens to a conductivity?

**A.** Consider linear response of independent electrons in the clean limit, without local-field corrections. A field $\mathcal E\cos\omega t$ has vector potential $-(\mathcal E/\omega)\sin\omega t$, which couples to the velocity at first order. The part that drives absorption has matrix element of modulus $\mathcal E|v_{21}|/(2\omega)$. The golden rule gives the rate
$$2\pi\frac{\mathcal E^2|v_{21}|^2}{4\omega^2}\,\delta(\omega-\varepsilon_2+\varepsilon_1).$$
Multiply by the absorbed energy $\omega$ and equate the power to $\tfrac12\mathrm{Re}\,\sigma\,\mathcal E^2L$ for a crystal of length $L$. With a factor 2 for spin, the $1\to2$ contribution at $\omega>0$ is
$$\mathrm{Re}\,\sigma_{12}(\omega)=\frac{2\pi}{L\omega}\sum_{k\ \mathrm{occ}}|v_{21}(k)|^2\,\delta(\omega-\varepsilon_2+\varepsilon_1).$$
The velocity enters squared, so a small relative error in its modulus gives about twice that relative error in the strength, while the transition energies stay correct. A spectrum can have its edges in the right place and the wrong strength.

**Q.** Is there an absolute scale for that strength?

**A.** For a local potential there is. In one dimension $H_{k+q}=H_k+qv+q^2/2$, and second-order perturbation theory in $q$ gives
$$\varepsilon_1''=1-2\sum_{m>1}\frac{|v_{m1}|^2}{\varepsilon_m-\varepsilon_1}.$$
Here $m$ runs over all higher bands, not just the interpolated ones. Integrate over the occupied states, $|k|<k_F=G/4=\pi/(2a)$, with the prefactor $a/\pi$ that counts electrons per cell including spin. The first term on the right gives $(a/\pi)\,2k_F=1$. The left side gives
$$D=\frac a\pi\,[v_{11}(k_F)-v_{11}(-k_F)]=\frac{2a}\pi\,v_{11}(k_F).$$
This is the Drude weight: a field shifts all occupied $k$ equally, and the current then grows in proportion to the integral of $\varepsilon_1''$. Hence $D+W=1$, with
$$W=\sum_{m>1}W_{1m},\qquad W_{1m}=\frac{2a}{\pi}\int_{-k_F}^{k_F}\frac{|v_{m1}|^2}{\varepsilon_m-\varepsilon_1}\,dk .$$
Integrating $\mathrm{Re}\,\sigma_{12}$ over positive frequencies gives $\pi W_{12}/(2a)$, so $W_{12}$ is the absorption strength of the pair.

In the model $\hbar v_{11}(k_F)=1.745$ eV Å and $D=0.583$. The plane-wave sum over all higher bands gives $W=0.417$, and the two add to one electron per cell. The pair $1\to2$ carries 0.382, both from plane waves and from the full Wannier velocity. With the s and p functions chosen here, the bare derivative gives 0.527. That is 38% too much for this pair, and it exceeds the whole interband weight available.

**Q.** Too much? At $k=0.2\,G$ the bare element was too small.

**A.** The error changes sign across the occupied region. A hand estimate at $k=0$ shows it. Neglect the weak inversion breaking, so that s is even and p is odd about the well. Inversion then makes $\langle0s|H|Rp\rangle$ odd in $R$ and $\langle0s|x|Rp\rangle$ even. At $k=0$ the Hamiltonian elements sum to zero, so s and p do not mix. Keep $|R|\le2a$, with $\langle0s|H|Rp\rangle=0.504$ and $0.064$ eV at $R=a$ and $2a$:
$$\text{bare}\approx2i(4\times0.504+8\times0.064)\approx5.1i\ \text{eV Å}.$$
The position elements are 0.812, 0.100 and 0.033 Å at $R=0,a,2a$, so $A_{12}\approx0.812+2(0.100+0.033)\approx1.08$ Å. Taking the outer band edges as the energies at $k=0$, $\varepsilon_1-\varepsilon_2\approx-1.19-6.59=-7.78$ eV, and
$$\text{Berry}\approx i(-7.78)(1.08)\approx-8.4i\ \text{eV Å}.$$
The estimated total is $-3.3i$ eV Å, smaller in modulus than the bare part. The estimate is rough, because it drops longer-range elements and the inversion breaking: direct evaluation at $k=0$ gives moduli of 5.90 eV Å for the bare part and 2.82 eV Å for the total, in the same order. So the bare derivative overestimates the strength near $k=0$ and underestimates it at $0.2\,G$. In the integrated weight the overestimate wins. No constant rescaling of the bare velocity repairs both regions.

**Q.** I work on interconnect resistivity. If the Drude weight is safe, can I ignore all this?

**A.** For quantities built from band velocities alone, the missing term is absent. Scattering rates are a separate input and are not tested here. Disorder treated through a Kubo formula is different. The golden-rule argument applies equally to the one-electron eigenstates $|\alpha\rangle$ of the disordered wire. Suppose the disorder potential is local, so that it commutes with position and leaves the velocity operator unchanged, and suppose the states can be expanded in the clean bands, $|\alpha\rangle=\sum_{n\mathbf k}c^\alpha_{n\mathbf k}|n\mathbf k\rangle$. Then
$$\langle\alpha|\mathbf v|\beta\rangle=\sum_{\mathbf k}\sum_{nm}(c^\alpha_{n\mathbf k})^*c^\beta_{m\mathbf k}\,\mathbf v_{nm}(\mathbf k).$$
Once disorder mixes bands, interband elements enter even at low frequency. How much they matter depends on the mixing, which this clean model does not determine.

**Q.** My pseudopotentials are nonlocal. Should I compare with momentum elements?

**A.** Compare with $i[H,\mathbf r]$. For a nonlocal part $V_{\rm nl}$ it equals $\mathbf p+i[V_{\rm nl},\mathbf r]$. The derivation never assumed $\mathbf v=\mathbf p$; only the sum rule used a local potential. With a separable nonlocal term added to the model, with plane-wave elements $2\ \mathrm{eV}\times\beta(q)\beta(q')$ and $\beta(q)=e^{-q^2/2}$ for $q$ in inverse bohr, the formula reproduces $i[H,x]$ to $7\times10^{-7}$ eV Å, in a test that takes the $k$ derivatives by finite differences. The largest deviation from the momentum matrix is 0.77 eV Å.

**Q.** In a real metal the bands are entangled, so my Wannier space is disentangled and not invariant. Does the formula survive?

**A.** Between states that are both eigenstates of the full $H_{\mathbf k}$, yes. Rotate the remainder with $U$ at fixed $\mathbf k$. The element of $\mathbf F$ contains $\langle\phi_n|H_{\mathbf k}Q$. If $\phi_n$ is an eigenstate in the Wannier space, this is $\varepsilon_n\langle\phi_n|Q=0$. In the same way $\mathbf F^\dagger$ vanishes if $\phi_m$ is an eigenstate. Both conditions are needed, and a frozen energy window that contains both states supplies them.

I tested this by adding a third state that is not an eigenstate. Between the two true eigenstates the formula holds to $7\times10^{-7}$ eV Å. Among elements involving the third state the largest error is 7.98 eV Å, and subtracting $F+F^\dagger$ removes it. For such a state even the diagonal derivative need not be the velocity expectation value. The frozen window should therefore cover every state whose velocity enters the response.

**Q.** Last objection: position is ill-defined in a periodic crystal. How do I get $\mathbf A$ in practice?

**A.** Position elements between localized functions are well defined. On a mesh of $N$ points the Wannier functions repeat with period $Na$, and one integrates over that supercell, provided the tails are negligible at its boundary. The largest error of any velocity element at four test points off the mesh was $2\times10^{-2}$, $1\times10^{-4}$ and $1\times10^{-11}$ eV Å for $N=11$, 21 and 61. This rapid fall is consistent with exponential localization.

The alternative is to use overlaps of smooth frames at neighbouring mesh points, with spacing $b=G/N$. Taylor expansion gives
$$\frac{i}{2b}\big[\langle u_n(k)|u_m(k+b)\rangle-\langle u_n(k)|u_m(k-b)\rangle\big]=A_{nm}+\frac{ib^2}{6}\langle u_n|\partial^3u_m\rangle+O(b^4).$$
The even derivatives cancel, so the leading error is quadratic in $b$. From $N=41$ to 81 the velocity error fell from $4.0\times10^{-3}$ to $1.0\times10^{-3}$ eV Å, a factor 3.89, against $(81/41)^2=3.90$. If your interband elements converge this slowly while the bands are already converged, examine the discretization of $\mathbf A$ before enlarging the Wannier basis. The numerical output below lists both sequences.

## Table of computed values

```
period a: 4.0 angstrom
potential amplitudes V1, V2, V3: 5.0 5.0 1.0 eV
trial Gaussian width: 0.6667 angstrom
band 1 range: -1.1935 to -0.2769 eV
band 2 range: 3.3682 to 6.5938 eV
smallest direct gap, bands 1-2: 3.6451 eV
smallest direct gap, bands 2-3: 5.8140 eV
Wannier centres s, p: -0.0035 0.1062 angstrom
<0s|x|Rp>, R=0a: 0.81186 angstrom
<0s|H|Rp>, R=0a: 0.11177 eV
<0s|x|Rp>, R=1a: 0.10027 angstrom
<0s|H|Rp>, R=1a: 0.50435 eV
<0s|x|Rp>, R=2a: 0.03308 angstrom
<0s|H|Rp>, R=2a: 0.06383 eV
worked point k = 0.2 G: 0.31416 1/angstrom
energies at k: -0.9429 5.2782 eV
band velocities hbar*v11, hbar*v22, bare derivative: 1.50912 -6.15985 eV angstrom
band velocities hbar*v11, hbar*v22, plane waves: 1.50912 -6.15985 eV angstrom
interband element hbar*v12, phase chosen so that the total is real:
  bare part: -1.56219 +0.40545 i eV angstrom
  Berry part: 4.97250 -0.40545 i eV angstrom
  total: 3.41032 eV angstrom
  total, converted: 5.1812e+05 m/s
  plane-wave modulus: 3.41032 eV angstrom
  |bare/total|^2: 0.22397
interband dipole |A12| at k: 0.54819 angstrom
|bare hbar*v12|, cell phases: 1.61394 eV angstrom
|bare hbar*v12|, centre phases: 1.60658 eV angstrom
|bare hbar*v12|, p function relabelled by one cell: 4.69147 eV angstrom
largest matrix error, real-space x(R), N=11: 2.44e-02 eV angstrom
largest matrix error, real-space x(R), N=21: 1.15e-04 eV angstrom
largest matrix error, real-space x(R), N=61: 1.04e-11 eV angstrom
largest matrix error, overlap A, N=41: 4.03e-03 eV angstrom
largest matrix error, overlap A, N=81: 1.04e-03 eV angstrom
overlap error ratio: 3.890; squared mesh ratio: 3.903
nonlocal test, formula minus i[H,x]: 6.9e-07 eV angstrom
nonlocal test, formula minus p: 0.7691 eV angstrom
disentangled test, error between eigenstates: 7.0e-07 eV angstrom
disentangled test, error with third state: 7.9820 eV angstrom
hbar*v at Fermi point kF = G/4: 1.74496 eV angstrom
Drude weight: 0.58314 electrons per cell
interband weight, all bands: 0.41686 electrons per cell
sum of both: 1.0000000 electrons per cell
weight 1-2, plane waves: 0.38250 electrons per cell
weight 1-2, full Wannier velocity: 0.38250 electrons per cell
weight 1-2, bare derivative: 0.52690 electrons per cell
```
